# Does a trigonal field leave the t2g states pure?: a program that tests the result

```python
"""Trigonal field on a d shell: eg' (from t2g) mixes with eg, a1g does not.

Result under test, for six ligands at polar angle theta (s=sin, c=cos):
  E0 = 1.5 es (3c^2-1)^2 + 18 ep s^2 c^2          level m=0 (a1g)
  E1 = 9 es s^2 c^2 + 3 ep (4c^4-3c^2+1)          diagonal, m=+-1
  E2 = 2.25 es s^4 + 3 ep s^2 (1+c^2)             diagonal, m=+-2
  W  = 1.5 s^3 c (3 es - 4 ep)                    coupling of m=2 and m=-1
  lower pair: cos(b)|2> - sin(b)|-1>, tan(2b) = 2W/(E1-E2)
  orbital moment = (1+3cos(2b))/2, in units of hbar
es, ep: sigma and pi energies per ligand (eV). z is the trigonal axis.
Independent road: d orbitals are traceless symmetric 3x3 tensors Q, with
angular function sqrt(15/(8 pi)) n.Q.n, and the ligands are summed explicitly.
"""
import numpy as np
from scipy import constants as const

I3 = np.eye(3)
zhat = I3[2]
plus = np.array([1, 1j, 0])
minus = plus.conj()


def sym(a, b):
    return np.outer(a, b) + np.outer(b, a)


# columns are m = 2, 1, 0, -1, -2 with the usual spherical-harmonic phases
tensors = [np.outer(plus, plus) / 2, -sym(plus, zhat) / 2,
           np.sqrt(1.5) * (np.outer(zhat, zhat) - I3 / 3),
           sym(minus, zhat) / 2, np.outer(minus, minus) / 2]
M = np.array([q.reshape(9) for q in tensors]).T
assert np.allclose(M.conj().T @ M, np.eye(5))


def to_m(operator):
    return M.conj().T @ operator @ M


def direction(theta, phi):
    return np.array([np.sin(theta) * np.cos(phi),
                     np.sin(theta) * np.sin(phi), np.cos(theta)])


azimuths = 2 * np.pi * np.arange(3) / 3
theta0 = np.arccos(1 / np.sqrt(3))


def ligand_field(theta, es, ep):
    """Explicit sum over six ligands; also the summed sigma vector."""
    h = np.zeros((9, 9))
    sigma_sum = np.zeros(9)
    for phi in azimuths:
        for sign in (1, -1):
            n = sign * direction(theta, phi)
            u = direction(theta + np.pi / 2, phi)
            w = np.cross(n, u)
            sigma = (np.sqrt(1.5) * (np.outer(n, n) - I3 / 3)).reshape(9)
            h += es * np.outer(sigma, sigma)
            sigma_sum += sigma
            for t in (u, w):
                pi_orb = (sym(n, t) / np.sqrt(2)).reshape(9)
                h += ep * np.outer(pi_orb, pi_orb)
    return to_m(h), M.conj().T @ sigma_sum


def closed_forms(theta, es, ep):
    s, c = np.sin(theta), np.cos(theta)
    return (1.5 * es * (3 * c**2 - 1)**2 + 18 * ep * s**2 * c**2,
            9 * es * s**2 * c**2 + 3 * ep * (4 * c**4 - 3 * c**2 + 1),
            2.25 * es * s**4 + 3 * ep * s**2 * (1 + c**2),
            1.5 * s**3 * c * (3 * es - 4 * ep))


# cubic reference spaces from the axes of the undistorted octahedron
axes = [direction(theta0, p) for p in azimuths]
t2g = np.array([(sym(axes[i], axes[j]) / np.sqrt(2)).reshape(9)
                for i, j in ((1, 2), (2, 0), (0, 1))]).T
P_t2g = to_m(t2g @ t2g.T)
P_eg = np.eye(5) - P_t2g
low0 = np.array([np.sqrt(2), 0, 0, -1, 0]) / np.sqrt(3)
up0 = np.array([1, 0, 0, np.sqrt(2), 0]) / np.sqrt(3)
a1 = np.array([0, 0, 1, 0, 0])
assert np.allclose(P_eg @ low0, 0) and np.allclose(P_eg @ up0, up0)
assert np.allclose(P_eg @ a1, 0)

# angular momentum from infinitesimal rotations of the tensors
L = []
for k in range(3):
    G = np.array([np.cross(I3[k], I3[j]) for j in range(3)]).T
    L.append(to_m(1j * (np.kron(G, I3) - np.kron(I3, G.T))))
assert np.allclose(L[2], np.diag([2, 1, 0, -1, -2]))
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])


def expect(v, op):
    return float(np.real(v.conj() @ op @ v))


def lower_pair(h):
    """Energies, eg weight and moment of the m=(2,-1) partner."""
    e, v = np.linalg.eigh(h[np.ix_([0, 3], [0, 3])])
    state = np.zeros(5, complex)
    state[[0, 3]] = v[:, 0]
    return e[0], e[1], expect(state, P_eg), expect(state, L[2])


# symmetry alone: invariant matrices of the trigonal group
c3 = np.array([[-.5, -np.sqrt(.75), 0], [np.sqrt(.75), -.5, 0], [0, 0, 1]])
c2 = np.diag([-1., 1., -1.])
group = [np.linalg.matrix_power(c3, j) @ r for j in range(3) for r in (I3, c2)]
reps = [to_m(np.kron(g, g)) for g in group]
n_invariants = np.mean([(np.trace(d)**2 + np.trace(d @ d)).real / 2
                        for d in reps])
assert abs(n_invariants - 4) < 1e-10
rng = np.random.default_rng(3)
raw = rng.normal(size=(9, 9))
random_h = to_m(raw + raw.T)
random_h = sum(d @ random_h @ d.conj().T for d in reps) / len(reps)
assert np.allclose(random_h[2, [0, 1, 3, 4]], 0)
assert abs(low0 @ random_h @ up0) > 1e-3

# closed forms against the explicit ligand sum
for angle in (48, 54, 61, 66):
    for es_t, ep_t in ((1.2, .3), (.9, .05), (1.0, -.1)):
        th = np.radians(angle)
        H, sig = ligand_field(th, es_t, ep_t)
        E0, E1, E2, W = closed_forms(th, es_t, ep_t)
        F = np.diag([E2, E1, E0, E1, E2]).astype(complex)
        F[0, 3] = F[3, 0] = W
        F[1, 4] = F[4, 1] = -W
        assert np.allclose(H, F, atol=1e-12)
        assert np.allclose(sig[[0, 1, 3, 4]], 0)
        two_b = np.arctan2(2 * W, E1 - E2)
        _, _, weight, moment = lower_pair(H)
        mix = two_b / 2 - np.arccos(1 / 3) / 2
        assert abs(weight - np.sin(mix)**2) < 1e-12
        assert abs(moment - (1 + 3 * np.cos(two_b)) / 2) < 1e-12
        assert abs(moment - np.cos(mix)**2
                   + np.sqrt(2) * np.sin(2 * mix)) < 1e-12
        V_t = (low0 @ H @ up0).real
        assert abs(V_t - (W - np.sqrt(2) * (E1 - E2)) / 3) < 1e-12

# example input: rough values for a layered cobalt oxide
theta_deg, es, ep, bond = 61.0, 1.2, 0.3, 0.19
theta = np.radians(theta_deg)
delta = theta - theta0
cubic_gap = 3 * es - 4 * ep


def observables(th):
    h, _ = ligand_field(th, es, ep)
    return np.array([(low0 @ h @ up0).real,
                     (low0 @ h @ low0 - h[2, 2]).real, lower_pair(h)[3]])


# small-distortion laws against numerical derivatives
step = 1e-4
slopes = (observables(theta0 + step) - observables(theta0 - step)) / (2 * step)
laws = np.array([3 * es, 6 * np.sqrt(2) * ep, -6 * np.sqrt(2) * es / cubic_gap])
assert np.allclose(slopes, laws, rtol=1e-5)
small_weight = lower_pair(ligand_field(theta0 + 1e-3, es, ep)[0])[2]
assert abs(small_weight / (3 * es * 1e-3 / cubic_gap)**2 - 1) < 0.01

H, sigma_total = ligand_field(theta, es, ep)
E0, E1, E2, W = closed_forms(theta, es, ep)
e_low, e_up, eg_weight, moment = lower_pair(H)
V = (low0 @ H @ up0).real
pure_low, pure_up = (low0 @ H @ low0).real, (up0 @ H @ up0).real
second_order = -V**2 / (pure_up - pure_low)
assert abs(second_order - (e_low - pure_low)) < 0.1 * abs(second_order)

# spin-orbit coupling in the full ten-state shell
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.diag([1, -1])]
LS = sum(np.kron(L[k], pauli[k] / 2) for k in range(3))
H10 = np.kron(H, np.eye(2))
tiny = 1e-5
levels = np.linalg.eigvalsh(H10 + tiny * LS)
assert abs((levels[4] - levels[2]) / (tiny * moment) - 1) < 2e-3
zeta = 0.07
so_e, so_v = np.linalg.eigh(H10 + zeta * LS)
a1_share = np.sum(abs(so_v[4:6, :])**2, axis=0)
doublet_a1 = [a1_share[2 * j:2 * j + 2].mean() for j in range(3)]

# axial quadrupole field P2(cos theta) by angular quadrature
x, wx = np.polynomial.legendre.leggauss(8)
P2 = np.zeros((5, 5), complex)
norm = np.zeros((5, 5), complex)
for xi, wi in zip(x, wx):
    for phi in 2 * np.pi * np.arange(12) / 12:
        n = direction(np.arccos(xi), phi)
        f = np.sqrt(15 / (8 * np.pi)) * np.array([n @ q @ n for q in tensors])
        piece = wi * 2 * np.pi / 12 * np.outer(f.conj(), f)
        norm += piece
        P2 += piece * (3 * xi**2 - 1) / 2
assert np.allclose(norm, np.eye(5))
assert np.allclose(P2, np.diag([-2, 1, 2, 1, -2]) / 7)
assert abs((low0 @ P2 @ up0).real + np.sqrt(2) / 7) < 1e-12
A_zero = 7 * V / np.sqrt(2)
H_zero = H + A_zero * P2
zero_result = lower_pair(H_zero)
zero_split = zero_result[0] - H_zero[2, 2].real
assert zero_result[2] < 1e-12 and abs(zero_split) > 0.01

# field of the rest of a neutral CoO2 sheet, quadrupole part only
q_co, r2 = 1.0, 0.0035
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
rho, height = bond * np.sin(theta), bond * np.cos(theta)
a_lat = np.sqrt(3) * rho


def sheet_field(size):
    i, j = np.meshgrid(np.arange(-size, size + 1), np.arange(-size, size + 1))
    X = a_lat * np.sqrt(.75) * (i + j)
    Y = a_lat * .5 * (j - i)
    total, ligands = 0.0, 0
    for charge, dx, zz in ((q_co, 0, 0), (-q_co / 2, rho, height),
                           (-q_co / 2, -rho, -height)):
        R = np.sqrt((X + dx)**2 + Y**2 + zz**2)
        ligands += np.sum(abs(R - bond) < 1e-9)
        R = R[R > 1.001 * bond]
        total -= charge * coulomb * r2 * np.sum(
            (3 * (zz / R)**2 - 1) / (2 * R**3))
    assert ligands == 6
    return total


A_sheet = sheet_field(80)
assert abs(A_sheet - sheet_field(40)) < 0.01 * abs(A_sheet)
H_sheet = H + A_sheet * P2
sheet_low, _, sheet_weight, sheet_moment = lower_pair(H_sheet)

# metal 4s: only a1g couples to it
e_ds, s_gap = 0.1, 10.0
t_s = np.sqrt(e_ds * s_gap) * sigma_total[2].real / 1.0
s_e, s_v = np.linalg.eigh([[E0, t_s], [t_s, E0 + s_gap]])
s_shift, s_weight = s_e[0] - E0, s_v[1, 0]**2

# oxygen share of a d-like level pushed up by a lower oxygen level
p_gap = 3.0


def oxygen_share(push):
    t = np.sqrt(push * (p_gap + push))
    e, v = np.linalg.eigh([[0, t], [t, p_gap]])
    assert abs(e[1] - p_gap - push) < 1e-10
    return v[0, 1]**2


# oxygen-mediated hopping between unlike t2g orbitals, triangular lattice
hop = 0.1
a1_vec = np.ones(3) / np.sqrt(3)


def best_a1_share(cosines):
    h = (E0 - e_low) * np.outer(a1_vec, a1_vec)
    for (i, j), cosine in zip(((1, 2), (2, 0), (0, 1)), cosines):
        h[i, j] += 2 * hop * cosine
        h[j, i] += 2 * hop * cosine
    return max((a1_vec @ np.linalg.eigh(h)[1])**2)


gamma_share, m_share = best_a1_share((1, 1, 1)), best_a1_share((1, -1, -1))
assert abs(gamma_share - 1) < 1e-12 and m_share < 0.999


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("independent symmetry-allowed parameters", n_invariants, "", 0)
show("ligand polar angle", theta_deg, "deg", 2)
show("ideal polar angle", np.degrees(theta0), "deg", 2)
show("distortion delta", delta, "rad")
show("sigma energy per ligand", es, "eV", 2)
show("pi energy per ligand", ep, "eV", 2)
show("cubic splitting", cubic_gap, "eV", 2)
show("E0 (a1g level)", E0, "eV")
show("E1", E1, "eV")
show("E2", E2, "eV")
show("W", W, "eV")
show("eg'-eg coupling V", V, "eV")
show("small-distortion estimate of V", 3 * es * delta, "eV")
show("eg' level without mixing", pure_low, "eV")
show("eg level without mixing", pure_up, "eV")
show("eg' level with mixing", e_low, "eV")
show("eg level with mixing", e_up, "eV")
show("shift of eg' by mixing", e_low - pure_low, "eV")
show("second-order estimate of that shift", second_order, "eV")
show("eg' minus a1g, without mixing", pure_low - E0, "eV")
show("eg' minus a1g, with mixing", e_low - E0, "eV")
show("first-order estimate of splitting", 6 * np.sqrt(2) * ep * delta, "eV")
show("mixing angle", np.degrees(np.arcsin(np.sqrt(eg_weight))), "deg", 2)
show("eg weight in lower pair", 100 * eg_weight, "%", 2)
show("small-distortion eg weight",
     100 * (3 * es * delta / cubic_gap)**2, "%", 2)
show("orbital moment, lower pair", moment, "hbar")
for angle in (50.0, np.degrees(theta0), 58.0, 61.0):
    row = lower_pair(ligand_field(np.radians(angle), es, ep)[0])
    print(f"scan {angle:.2f} deg: eg weight {100*abs(row[2]):.2f} %, "
          f"moment {row[3]:.4f} hbar")
show("axial field A that cancels mixing", A_zero, "eV")
show("eg' minus a1g at that field", zero_split, "eV")
show("spin-orbit constant (rough)", zeta, "eV", 2)
show("first-order spin-orbit splitting, mixed", zeta * moment, "eV")
show("same splitting for pure t2g pair", zeta, "eV")
print("a1g share of three lowest doublets with spin-orbit: "
      + ", ".join(f"{100*v:.1f}" for v in doublet_a1) + " %")
print("energies of these doublets: "
      + ", ".join(f"{so_e[2*j]:.4f}" for j in range(3)) + " eV")
print(f"4s input (rough): e_ds {e_ds:.2f} eV, s-d gap {s_gap:.1f} eV")
show("a1g shift by metal 4s", s_shift, "eV")
show("4s weight in a1g", 100 * s_weight, "%", 2)
show("oxygen-to-d gap (rough)", p_gap, "eV", 1)
print(f"oxygen share a1g, eg', eg: {100*oxygen_share(E0):.1f}, "
      f"{100*oxygen_share(e_low):.1f}, {100*oxygen_share(e_up):.1f} %")
print(f"sheet input (rough): Co charge {q_co:.1f} e, O charge {-q_co/2:.1f} e, "
      f"<r^2> {r2:.4f} nm^2")
print(f"bond length {bond:.3f} nm, lattice constant {a_lat:.4f} nm")
show("sheet field A", A_sheet, "eV")
show("eg' minus a1g with sheet field", sheet_low - H_sheet[2, 2].real, "eV")
show("eg weight with sheet field", 100 * sheet_weight, "%", 2)
show("orbital moment with sheet field", sheet_moment, "hbar")
show("hopping (rough)", hop, "eV", 2)
show("largest a1g share of one band at Gamma", 100 * gamma_share, "%", 1)
show("largest a1g share of one band at M", 100 * m_share, "%", 1)
show("thermal energy at 300 K", const.k * 300 / const.e, "eV")
print("checks complete")
```

Running it gives:

```
independent symmetry-allowed parameters: 4
ligand polar angle: 61.00 deg
ideal polar angle: 54.74 deg
distortion delta: 0.1093 rad
sigma energy per ligand: 1.20 eV
pi energy per ligand: 0.30 eV
cubic splitting: 2.40 eV
E0 (a1g level): 1.1274 eV
E1: 2.4061 eV
E2: 2.4302 eV
W: 1.1677 eV
eg'-eg coupling V: 0.4006 eV
small-distortion estimate of V: 0.3936 eV
eg' level without mixing: 1.3213 eV
eg level without mixing: 3.5150 eV
eg' level with mixing: 1.2504 eV
eg level with mixing: 3.5859 eV
shift of eg' by mixing: -0.0709 eV
second-order estimate of that shift: -0.0732 eV
eg' minus a1g, without mixing: 0.1938 eV
eg' minus a1g, with mixing: 0.1230 eV
first-order estimate of splitting: 0.2783 eV
mixing angle: 10.03 deg
eg weight in lower pair: 3.03 %
small-distortion eg weight: 2.69 %
orbital moment, lower pair: 0.4845 hbar
scan 50.00 deg: eg weight 1.35 %, moment 1.3129 hbar
scan 54.74 deg: eg weight 0.00 %, moment 1.0000 hbar
scan 58.00 deg: eg weight 0.78 %, moment 0.7425 hbar
scan 61.00 deg: eg weight 3.03 %, moment 0.4845 hbar
axial field A that cancels mixing: 1.9830 eV
eg' minus a1g at that field: -0.6560 eV
spin-orbit constant (rough): 0.07 eV
first-order spin-orbit splitting, mixed: 0.0339 eV
same splitting for pure t2g pair: 0.0700 eV
a1g share of three lowest doublets with spin-orbit: 87.3, 0.0, 12.6 %
energies of these doublets: 1.1024, 1.2302, 1.2898 eV
4s input (rough): e_ds 0.10 eV, s-d gap 10.0 eV
a1g shift by metal 4s: -0.0777 eV
4s weight in a1g: 0.76 %
oxygen-to-d gap (rough): 3.0 eV
oxygen share a1g, eg', eg: 21.5, 22.7, 35.3 %
sheet input (rough): Co charge 1.0 e, O charge -0.5 e, <r^2> 0.0035 nm^2
bond length 0.190 nm, lattice constant 0.2878 nm
sheet field A: 0.4778 eV
eg' minus a1g with sheet field: -0.0511 eV
eg weight with sheet field: 1.71 %
orbital moment with sheet field: 0.6157 hbar
hopping (rough): 0.10 eV
largest a1g share of one band at Gamma: 100.0 %
largest a1g share of one band at M: 92.1 %
thermal energy at 300 K: 0.0259 eV
checks complete
```
